# Why Forward Intramodal Brillouin Scattering Modulates Phase Instead of Amplifying Exponentially: a numerical check

```python
# RESULT UNDER TEST: forward intramodal Brillouin scattering with one phonon
# mode and weak dispersion leaves the optical intensity unchanged along z and
# adds only phase; a weak Stokes seed grows as (1 + G P z/2)^2, not exp(G P z).
#
# Symbols: A(tau) = sum_n a_n exp(-i n Omega tau), |A|^2 = power;
# I_k = harmonics of |A|^2; theta = phase added per length by the phonon;
# G = Stokes-only power gain coefficient; P = pump power; g = G P/2;
# delta = beta2 Omega^2/2; xi = phase-modulation index; Q = phonon quality.
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp, quad
from scipy.special import jv

# ---------- example: rough typical values, suspended silicon rib ----------
wavelength = 1550e-9       # m
gain = 1000.0              # 1/(W m)
phonon_freq = 4.3e9        # Hz
linewidth = 5e6            # Hz, full width at half maximum
pump, seed = 50e-3, 0.05e-3   # W
length = 0.03              # m
group_index, mode_index = 4.0, 2.8
sound_speed = 8400.0       # m/s
beta2 = 1e-24              # s^2/m
loss_db_cm = 0.2           # dB/cm
mode_area = 0.25e-12       # m^2
tpa_bulk = 7e-12           # m/W, two-photon absorption
kerr_bulk = 4.5e-18        # m^2/W, Kerr index
carrier_life = 2e-9        # s
carrier_sigma = 1.45e-21   # m^2, free-carrier absorption cross-section
carrier_dn = 6e-27         # m^3, index drop per carrier density
temperature = 300.0        # K

Omega = 2 * np.pi * phonon_freq
Gamma = 2 * np.pi * linewidth
Q = Omega / Gamma
omega0 = 2 * np.pi * const.c / wavelength
k_vac = omega0 / const.c
alpha = loss_db_cm * 100 * np.log(10) / 10
tpa = tpa_bulk / mode_area
kerr = k_vac * kerr_bulk / mode_area
generation = tpa / (mode_area * 2 * const.hbar * omega0)


def response(k, quality):
    """Oscillator response at harmonic k of a drive on resonance."""
    return (1 / quality) / (1 - k**2 - 1j * k / quality)


def beat_spectrum(a):
    """Harmonics I_k of |A|^2 from the sideband amplitudes."""
    return np.convolve(a, a[::-1].conj())


def propagate(a_in, z_end, G, delta=0.0, loss=0.0, kerr_c=0.0, tpa_c=0.0,
              carriers=0.0, keep=1.0, thermal=None):
    """Integrate the coupled sideband equations along z."""
    N = len(a_in) // 2
    n = np.arange(-N, N + 1)
    k = np.arange(-2 * N, 2 * N + 1)
    chi = response(k, Q)
    carrier_resp = (carriers * generation * carrier_life
                    / (1 - 1j * k * Omega * carrier_life))

    def slope(z, a):
        I = beat_spectrum(a)
        phase = (G / 2 * chi + kerr_c) * I
        if thermal is not None:
            phase[2 * N + 1] += thermal(z)
            phase[2 * N - 1] += np.conj(thermal(z))
        rate = 1j * phase - tpa_c / 2 * I
        if carriers:
            density = carrier_resp * np.convolve(I, I)[2 * N:6 * N + 1]
            rate -= (carrier_sigma / 2 + 1j * k_vac * carrier_dn) * density
        rate[2 * N] -= loss / 2
        mixed = np.convolve(rate, a)[2 * N:4 * N + 1]
        return keep * (mixed + 1j * delta * n**2 * a)

    sol = solve_ivp(slope, (0, z_end), np.asarray(a_in, complex),
                    method="DOP853", rtol=1e-10, atol=1e-13)
    assert sol.success
    return sol.y[:, -1]


def two_tone(N, p_pump, p_stokes):
    a = np.zeros(2 * N + 1, complex)
    a[N], a[N - 1] = np.sqrt(p_pump), np.sqrt(p_stokes)
    return a


# ---------- test: phonon response, by time integration ----------
q_test, g_test = 15.0, 1.2


def drive(t):
    return 1 + 0.6 * np.cos(t) + 0.3 * np.cos(2 * t)


t_last = 600 + 2 * np.pi * np.arange(64) / 64
osc = solve_ivp(lambda t, y: [y[1], -y[0] - y[1] / q_test
                              + g_test / 2 / q_test * drive(t)],
                (0, t_last[-1]), [0, 0], t_eval=t_last, method="DOP853",
                rtol=1e-10, atol=1e-12)
for k, I_k in ((0, 1.0), (1, 0.3), (2, 0.15)):
    measured = np.mean(osc.y[0] * np.exp(1j * k * t_last))
    assert abs(measured - g_test / 2 * response(k, q_test) * I_k) < 1e-6
    if k == 1:   # resonant response is in quadrature with the drive
        assert abs(measured - 1j * g_test / 2 * I_k) < 1e-6

# ---------- test: phonon wavevector mismatch, on a model dispersion ----------
def k_model(w):
    return np.sqrt(w**2 - 1)


w, dw = 2.0, 0.01
q_stokes = k_model(w) - k_model(w - dw)
q_anti = k_model(w + dw) - k_model(w)
beta2_model = -(w**2 - 1) ** -1.5
assert abs((q_anti - q_stokes) / (beta2_model * dw**2) - 1) < 1e-3

# ---------- test: strong tones give pure phase modulation ----------
N, G, P0, Ps, z = 12, 1.2, 1.0, 0.5, 2.0
orders = np.arange(-N, N + 1)
start = two_tone(N, P0, Ps)
for loss in (0.0, 0.3):
    z_eff = z if loss == 0 else (1 - np.exp(-loss * z)) / loss
    out = propagate(start, z, G, loss=loss)
    xi = G * np.sqrt(P0 * Ps) * z_eff
    bessel = (np.sqrt(P0) * jv(-orders, xi)
              + np.sqrt(Ps) * jv(-orders - 1, xi))
    static = np.exp(1j * G / (2 * Q) * (P0 + Ps) * z_eff)
    assert np.max(abs(out - bessel * static * np.exp(-loss * z / 2))) < 1e-5
    if loss == 0:
        change = beat_spectrum(out) - beat_spectrum(start)
        assert np.max(abs(change)) < 1e-5
        red_shift = np.sum(orders * abs(out) ** 2)
        assert abs(red_shift + Ps + G * P0 * Ps * z) < 1e-5

# ---------- test: thermal phonons write phase but no beat note ----------
quiet = two_tone(8, 1.0, 0.0)
out = propagate(quiet, 2.0, 1.2, thermal=lambda z: 0.3 * np.exp(2j * z))
total = abs(quad(lambda z: 0.3 * np.cos(2 * z), 0, 2)[0]
            + 1j * quad(lambda z: 0.3 * np.sin(2 * z), 0, 2)[0])
assert abs(beat_spectrum(out)[17]) < 1e-7
assert abs(abs(out[7]) - jv(1, 2 * total)) < 1e-6
assert abs(abs(out[9]) - jv(1, 2 * total)) < 1e-6

# ---------- test: weak seed, with and without the anti-Stokes line ----------
weak = two_tone(2, 1.0, 1e-8)          # G = 2, P = 1, so g = 1
out = propagate(weak, 2.0, 2.0)
assert abs(abs(out[1]) ** 2 / 1e-8 / (1 + 2.0) ** 2 - 1) < 1e-4
assert abs(abs(out[3]) ** 2 / 1e-8 / 2.0**2 - 1) < 1e-4
only_stokes = np.array([0, 1, 1, 0, 0])
out = propagate(weak, 2.0, 2.0, keep=only_stokes)
assert abs(abs(out[1]) ** 2 / 1e-8 / np.exp(4.0) - 1) < 1e-4

# ---------- test: dispersion brings exponential growth back ----------
def stokes_dispersive(g, delta, z):
    lam = np.sqrt(2j * g * delta - delta**2 + 0j)
    return np.cosh(lam * z) + (g + 1j * delta) * np.sinh(lam * z) / lam


for delta in (0.01, 0.5, -0.5, 20.0):
    out = propagate(weak, 3.0, 2.0, delta=delta)
    factor = abs(out[1]) / 1e-4
    assert abs(factor / abs(stokes_dispersive(1.0, delta, 3.0)) - 1) < 1e-3
    if delta == 20.0:                  # ordinary Stokes gain recovered
        assert abs(factor**2 / np.exp(6.0) - 1) < 0.03
small = 1e-4
assert abs(np.sqrt(2j * small - small**2).real / np.sqrt(small) - 1) < 1e-3

# ---------- worked example ----------
g_ex = gain * pump / 2
delta_ex = beta2 * Omega**2 / 2
x = g_ex * length
stokes_lin, anti_lin = (1 + x) ** 2, x**2
xi_ex = gain * np.sqrt(pump * seed) * length
phonon_power = Omega / omega0 * gain * pump * seed * length
entry = two_tone(4, pump, seed)


def run(**effects):
    a = propagate(entry, length, gain, **effects)
    I_in, I_out = beat_spectrum(entry), beat_spectrum(a)
    depth = abs(I_out[9] / I_out[8]) / abs(I_in[9] / I_in[8])
    return abs(a[3]) ** 2 / seed, abs(a[5]) ** 2 / seed, depth


ideal = run()
assert abs(ideal[0] / stokes_lin - 1) < 2e-3
assert abs(ideal[1] / anti_lin - 1) < 2e-3
assert abs(ideal[2] - 1) < 1e-6
cases = {
    "linear loss": dict(loss=alpha),
    "two-photon absorption": dict(tpa_c=tpa),
    "free carriers": dict(carriers=1.0),
    "Kerr effect": dict(kerr_c=kerr),
    "dispersion": dict(delta=delta_ex),
}
everything = {key: val for c in cases.values() for key, val in c.items()}
cases["all five together"] = everything

# phonon travel along the guide, from its near-cutoff dispersion
q_phonon = Omega * group_index / const.c
cutoff_sq = Omega**2 - (sound_speed * q_phonon) ** 2


def phonon_omega(q):
    return np.sqrt(cutoff_sq + (sound_speed * q) ** 2)


v_phonon = sound_speed**2 * q_phonon / Omega
v_numeric = ((phonon_omega(1.1 * q_phonon) - phonon_omega(0.9 * q_phonon))
             / (0.2 * q_phonon))
assert abs(v_numeric / v_phonon - 1) < 1e-4

# thermal scattering: gain line integrated over frequency gives G Gamma/4
line = quad(lambda u: 0.25 / (u**2 + 0.25), -np.inf, np.inf)[0] / (2 * np.pi)
assert abs(line - 0.25) < 1e-8
n_thermal = 1 / np.expm1(const.hbar * Omega / (const.k * temperature))
p_thermal = (const.hbar * omega0 * (n_thermal + 1)
             * gain * pump * length * Gamma / 4)
growth = np.sqrt(2j * g_ex * delta_ex - delta_ex**2).real

print("EXAMPLE INPUTS (rough typical silicon rib values)")
print(f"wavelength {wavelength*1e9:.0f} nm, length {length*100:.0f} cm")
print(f"gain coefficient G = {gain:.0f} 1/(W m)")
print(f"pump {pump*1e3:.0f} mW, Stokes seed {seed*1e3:.2f} mW")
print(f"phonon {phonon_freq/1e9:.1f} GHz, width {linewidth/1e6:.0f} MHz, "
      f"Q = {Q:.0f}")
print(f"group index {group_index:.1f}, mode index {mode_index:.1f}")
print(f"beta2 = {beta2*1e24:.1f} ps^2/m, loss {loss_db_cm:.1f} dB/cm")
print(f"mode area {mode_area*1e12:.2f} um^2")
print(f"two-photon coefficient {tpa:.1f} 1/(W m)")
print(f"Kerr coefficient {kerr:.1f} 1/(W m)")
print(f"carrier lifetime {carrier_life*1e9:.0f} ns, "
      f"temperature {temperature:.0f} K")
print("IDEAL RESULTS")
print(f"g = G P/2 = {g_ex:.1f} 1/m, G P L = {2*x:.2f}")
print(f"Stokes out/seed, linear law = {stokes_lin:.4f} "
      f"({10*np.log10(stokes_lin):.2f} dB)")
print(f"Stokes out/seed, integrated = {ideal[0]:.4f}")
print(f"anti-Stokes out/seed, linear law = {anti_lin:.4f}")
print(f"anti-Stokes out/seed, integrated = {ideal[1]:.4f}")
print(f"Stokes out/seed if exponential = {np.exp(2*x):.4f} "
      f"({10*np.log10(np.exp(2*x)):.2f} dB)")
print(f"net phonons per seed photon = {stokes_lin-1-anti_lin:.4f}")
print(f"phase-modulation index xi = {xi_ex:.4f} rad")
print(f"power given to phonons = {phonon_power*1e9:.3f} nW")
for z_cm in (1, 3, 10):
    y = g_ex * z_cm / 100
    print(f"weak-seed gain at {z_cm} cm: linear-amplitude {(1+y)**2:.2f}, "
          f"exponential {np.exp(2*y):.2f}")
print("PHASE MATCHING AND DISPERSION")
print(f"phonon wavevector = {q_phonon:.1f} 1/m")
print(f"forward mismatch beta2 Omega^2 = {2*delta_ex:.2e} 1/m")
print(f"backward mismatch, at least 2k = {2*mode_index*k_vac:.2e} 1/m")
print(f"dispersive growth rate = {growth:.4f} 1/m")
print(f"length for dispersive growth = {1/growth:.1f} m")
print(f"beta2 needed for delta = g: {2*g_ex/Omega**2*1e24:.2e} ps^2/m")
print("NEGLECTED EFFECTS: Stokes out/seed; beat depth out/in")
for name, effects in cases.items():
    r = run(**effects)
    print(f"{name}: {r[0]:.4f}; {r[2]:.5f}")
print(f"phonon axial speed = {v_phonon:.2f} m/s")
print(f"phonon travel in one energy lifetime = {v_phonon/Gamma*1e9:.1f} nm")
print(f"Omega/omega0 = {Omega/omega0:.2e}")
print(f"size of its effect, (Omega/omega0) G P L = "
      f"{Omega/omega0*2*x:.1e}")
print(f"thermal phonon number = {n_thermal:.0f}")
print(f"thermal Stokes power = {p_thermal*1e9:.2f} nW")
print("all tests passed")
```

Running it gives:

```
EXAMPLE INPUTS (rough typical silicon rib values)
wavelength 1550 nm, length 3 cm
gain coefficient G = 1000 1/(W m)
pump 50 mW, Stokes seed 0.05 mW
phonon 4.3 GHz, width 5 MHz, Q = 860
group index 4.0, mode index 2.8
beta2 = 1.0 ps^2/m, loss 0.2 dB/cm
mode area 0.25 um^2
two-photon coefficient 28.0 1/(W m)
Kerr coefficient 73.0 1/(W m)
carrier lifetime 2 ns, temperature 300 K
IDEAL RESULTS
g = G P/2 = 25.0 1/m, G P L = 1.50
Stokes out/seed, linear law = 3.0625 (4.86 dB)
Stokes out/seed, integrated = 3.0598
anti-Stokes out/seed, linear law = 0.5625
anti-Stokes out/seed, integrated = 0.5618
Stokes out/seed if exponential = 4.4817 (6.51 dB)
net phonons per seed photon = 1.5000
phase-modulation index xi = 0.0474 rad
power given to phonons = 1.667 nW
weak-seed gain at 1 cm: linear-amplitude 1.56, exponential 1.65
weak-seed gain at 3 cm: linear-amplitude 3.06, exponential 4.48
weak-seed gain at 10 cm: linear-amplitude 12.25, exponential 148.41
PHASE MATCHING AND DISPERSION
phonon wavevector = 360.5 1/m
forward mismatch beta2 Omega^2 = 7.30e-04 1/m
backward mismatch, at least 2k = 2.27e+07 1/m
dispersive growth rate = 0.0955 1/m
length for dispersive growth = 10.5 m
beta2 needed for delta = g: 6.85e+04 ps^2/m
NEGLECTED EFFECTS: Stokes out/seed; beat depth out/in
linear loss: 2.5166; 1.00000
two-photon absorption: 2.7698; 0.95973
free carriers: 2.5331; 0.99994
Kerr effect: 3.0717; 1.00000
dispersion: 3.0598; 1.00000
all five together: 1.9640; 0.96364
phonon axial speed = 0.94 m/s
phonon travel in one energy lifetime = 30.0 nm
Omega/omega0 = 2.22e-05
size of its effect, (Omega/omega0) G P L = 3.3e-05
thermal phonon number = 1453
thermal Stokes power = 2.20 nW
all tests passed
```
